\section*{Stable Scattering-Matrix Recursion for Multiband Envelope Functions in Layered Structures}

\section{The decision and the criterion}

A program for tunnelling through a heterostructure has to join the solutions in successive layers. It can multiply transfer matrices, or it can update a scattering matrix layer by layer. Both use the same modes and the same interface conditions, and in exact arithmetic they agree. In floating-point arithmetic the choice is settled by the decay constants of the layers. Let $\epsilon$ be the machine precision, and let all modes of a barrier of thickness $d$ be evanescent, with smallest and largest decay constants $\kappa_{\min}$ and $\kappa_{\max}$. If both interfaces of the barrier mix these modes, the transfer product loses the transmission matrix at a thickness of the order of
\begin{equation}
d_c=\frac{\ln(1/\epsilon)}{\kappa_{\max}-\kappa_{\min}} .
\label{dc}
\end{equation}
The difference of decay constants enters because a large exponential alone does no harm. A plain barrier with one channel, or with channels that are decoupled throughout, gives an accurate transmission amplitude until the numbers overflow. The damage is done when a fast-growing mode hides a slow one that carries the current. The Ko--Inkson recursion derived below contains only the factors $e^{ikd}$ with $|e^{ikd}|\le1$ and avoids this loss.

\section{Model and layer modes}

Let $\psi(z)$ be a column of $N$ envelope functions obeying
\begin{equation}
-h\frac{d}{dz}\Big(M^{-1}\frac{d\psi}{dz}\Big)+V\psi=E\psi,
\qquad h=\frac{\hbar^2}{2m_0}.
\label{ode}
\end{equation}
In each layer $M$ is a constant diagonal matrix of positive relative masses and $V$ is a constant real symmetric matrix. The energy $E$ is real. The model has no coupling linear in $d/dz$, such as multiband $k\cdot p$ Hamiltonians contain; there $k$ can be complex, and the mode normalisation, the interface blocks and the flux formula below must be derived afresh. Integrating \eqref{ode} across an interface shows that $M^{-1}\psi'$ is continuous; $\psi$ is continuous too.

Inserting $\psi=c\,e^{ikz}$ gives
\begin{equation}
(E-V)c=h k^2M^{-1}c .
\label{modes}
\end{equation}
With $c=M^{1/2}u$ and multiplication from the left by $M^{1/2}$ this becomes
\begin{equation}
M^{1/2}(E-V)M^{1/2}u=hk^2u .
\label{sym}
\end{equation}
The matrix is real and symmetric, so every $k^2$ is real and the $u$ can be chosen real and orthonormal. Collecting the $c$ as columns of $C$, we have $C^TM^{-1}C=1$. For $k^2>0$ take $k>0$ (an open mode); for $k^2<0$ take $k=i\kappa$ with $\kappa>0$. The case $k=0$ is excluded, because the two solutions $e^{\pm ikz}$ then coincide.

The flux is $J=(2h/\hbar)\,\mathrm{Im}(\psi^\dagger M^{-1}\psi')$. It is independent of $z$: by \eqref{ode}, the derivative of $\psi^\dagger M^{-1}\psi'$ is $\psi'^\dagger M^{-1}\psi'+\psi^\dagger(V-E)\psi/h$, which is real. For forward modes alone, with amplitudes $a_j$ at $z=0$, the normalisation removes all cross terms and
\begin{equation}
\psi^\dagger M^{-1}\psi'=\sum_j ik_j\,|a_je^{ik_jz}|^2 .
\label{flux}
\end{equation}
An open mode thus carries flux proportional to $k_j|a_j|^2$. An evanescent mode has real $ik_j=-\kappa_j$ and, without its backward partner, carries none.

\section{Interface matrix}

Number the layers $n=0,\dots,L$, with the leads at the two ends. Let $a_n$ hold the forward amplitudes at the left edge of layer $n$, and $b_n$ the backward amplitudes at its right edge. Each is specified where its wave starts, so crossing the layer multiplies either one by
\begin{equation}
f_n=\mathrm{diag}(e^{ik_{n,j}d_n}),\qquad |e^{ik_{n,j}d_n}|\le1 .
\end{equation}
The leads have $d=0$ and $f=1$, which places their reference planes at the outer interfaces.

At the interface between layers $n$ and $n+1$ write $x_+=f_na_n$, $x_-=b_n$, $y_+=a_{n+1}$ and $y_-=f_{n+1}b_{n+1}$. Let $K$ be the diagonal matrix of the $k_j$, and let a prime denote layer $n+1$. Continuity of $\psi$ and of $M^{-1}\psi'$ reads
\begin{align}
C(x_++x_-)&=C'(y_++y_-),\\
iM^{-1}CK(x_+-x_-)&=iM'^{-1}C'K'(y_+-y_-).
\end{align}
Multiply the first line by $C^TM^{-1}$ and the second by $-iC^T$. Since $C^TM^{-1}C=1$,
\begin{align}
x_++x_-&=P(y_++y_-), & P&=C^TM^{-1}C',\\
x_+-x_-&=R(y_+-y_-), & R&=K^{-1}C^TM'^{-1}C'K'.
\end{align}
Half the sum and half the difference of these lines give
\begin{equation}
\begin{pmatrix}f_na_n\\ b_n\end{pmatrix}
=\begin{pmatrix}A&B\\B&A\end{pmatrix}
\begin{pmatrix}a_{n+1}\\ f_{n+1}b_{n+1}\end{pmatrix},
\quad A=\frac{P+R}{2},\quad B=\frac{P-R}{2}.
\label{interface}
\end{equation}
These blocks were tested against a direct numerical solution of the matching equations.

\section{Why the transfer product fails}

Inside a layer, $(a_n,\,f_nb_n)$ at the left edge follows from $(f_na_n,\,b_n)$ at the right edge through $\mathrm{diag}(f_n^{-1},f_n)$. The product is therefore
\begin{equation}
T=I_0\begin{pmatrix}f_1^{-1}&0\\0&f_1\end{pmatrix}I_1
\begin{pmatrix}f_2^{-1}&0\\0&f_2\end{pmatrix}I_2\cdots,
\qquad
\begin{pmatrix}a_0\\b_0\end{pmatrix}=T\begin{pmatrix}a_L\\b_L\end{pmatrix},
\end{equation}
where $I_n$ is the matrix in \eqref{interface}. With $b_L=0$ it gives $t=T_{11}^{-1}$ and $r=T_{21}T_{11}^{-1}$. The growing exponentials sit in $f^{-1}$.

For one barrier in which all modes are evanescent,
\begin{equation}
T_{11}=A_0f^{-1}A_1+B_0fB_1 .
\end{equation}
When $\kappa_{\min}d\gg1$ the second term is negligible, and
\begin{equation}
\|T_{11}\|\propto e^{\kappa_{\max}d},\qquad
t\simeq A_1^{-1}fA_0^{-1},\qquad \|t\|\propto e^{-\kappa_{\min}d}.
\end{equation}
The largest growth sets the size of $T_{11}$, while the slowest decay sets the size of its inverse. Hence
\begin{equation}
\mathrm{cond}(T_{11})=\|T_{11}\|\,\|T_{11}^{-1}\|
\propto e^{(\kappa_{\max}-\kappa_{\min})d}.
\label{cond}
\end{equation}

If both interfaces mix the channels, each element of $T_{11}$ is a sum that contains the largest exponential. (If only one interface mixes them, the exponentials merely scale whole rows or columns of $T_{11}$, and $t$ can stay accurate despite the large condition number.) Rounding that sum leaves an error $\delta$ with $\|\delta\|\sim\epsilon\|T_{11}\|$. To first order,
\begin{equation}
(T_{11}+\delta)^{-1}-T_{11}^{-1}\simeq-T_{11}^{-1}\delta\,T_{11}^{-1},
\end{equation}
so the error relative to $\|t\|$ is at most $\|t\|\,\|\delta\|\sim\epsilon\,\mathrm{cond}(T_{11})$. Setting $\epsilon\, e^{(\kappa_{\max}-\kappa_{\min})d}=1$ gives \eqref{dc}. Weak mixing reduces the prefactor. If each interface mixes the modes by a small angle $\theta$, the fast exponential enters the element that holds the slow one with weight $\theta^2$, and the failure moves to larger $d$ by about $2\ln(1/\theta)/(\kappa_{\max}-\kappa_{\min})$. The shift grows only logarithmically, but for very weak coupling it becomes comparable with $d_c$ itself.

Well beyond this point the slow exponential lies below the last digit of the stored elements, and no later operation on them can recover it. The reflection matrix suffers as well. In the direction where the large part of $T_{11}$ vanishes, $T_{21}T_{11}^{-1}$ is one rounding error divided by another.

For $N=1$ the condition number is unity, and a small relative error in the number $T_{11}$ remains small in $1/T_{11}$. For decoupled channels the mixing elements are zero, so each nonzero element contains only its own exponential.

\section{The recursion}

Define the scattering matrix of the structure up to layer $n$ by
\begin{align}
a_n&=S_{11}a_0+S_{12}b_n, \label{s1}\\
b_0&=S_{21}a_0+S_{22}b_n. \label{s2}
\end{align}
Incoming amplitudes stand on the right and outgoing ones on the left. For $n=0$ these are identities, so $S_{11}=S_{22}=1$ and $S_{12}=S_{21}=0$.

To add layer $n+1$, write $a'=a_{n+1}$, $b'=b_{n+1}$, $f=f_n$ and $f'=f_{n+1}$. The two rows of \eqref{interface} are
\begin{align}
fa_n&=Aa'+Bf'b', \label{r1}\\
b_n&=Ba'+Af'b'. \label{r2}
\end{align}
Multiply \eqref{s1} by $f$, replace $fa_n$ by \eqref{r1} and $b_n$ by \eqref{r2}:
\begin{equation}
Aa'+Bf'b'=fS_{11}a_0+fS_{12}(Ba'+Af'b').
\end{equation}
Collecting the terms in $a'$ on the left gives
\begin{equation}
Da'=fS_{11}a_0+(fS_{12}A-B)f'b',\qquad D=A-fS_{12}B .
\label{D}
\end{equation}
The coefficients of $a_0$ and $b'$ are the new upper blocks:
\begin{align}
S_{11}'&=D^{-1}fS_{11}, \label{n1}\\
S_{12}'&=D^{-1}(fS_{12}A-B)f'. \label{n2}
\end{align}
Next insert \eqref{r2} into \eqref{s2}, with $a'=S_{11}'a_0+S_{12}'b'$:
\begin{equation}
b_0=S_{21}a_0+S_{22}\big[B(S_{11}'a_0+S_{12}'b')+Af'b'\big].
\end{equation}
The lower blocks follow:
\begin{align}
S_{21}'&=S_{21}+S_{22}BS_{11}', \label{n3}\\
S_{22}'&=S_{22}(BS_{12}'+Af'). \label{n4}
\end{align}
No inverse of $f$ occurs anywhere.

Two limits check the result. If layers $n$ and $n+1$ are the same material, then $A=1$ and $B=0$, so $D=1$, $S_{11}'=fS_{11}$, $S_{12}'=fS_{12}f'$, $S_{21}'=S_{21}$ and $S_{22}'=S_{22}f'$: the waves only acquire propagation factors. If layer $n$ is an opaque barrier, $f\to0$, then $D\to A$, $S_{11}'\to0$ and $S_{12}'\to-A^{-1}Bf'$. Reflection from the right then depends on the last interface alone, and the matrix to be inverted stays finite.

\subsection{When $D$ can be inverted}

Suppose all channels of the left lead are open and $Dx=0$. Choose $a_0=0$, $a'=x$, $b'=0$, $b_n=Bx$ and $a_n=S_{12}b_n$. Then $Dx=0$ is row \eqref{r1}, so this is a solution of the structure in which layer $n+1$ extends to infinity. Its flux in the left lead is proportional to $-\sum_jk_j|b_{0,j}|^2\le0$. Its flux in layer $n+1$ is proportional to $\sum_{\rm open}k'_j|x_j|^2\ge0$. Conservation makes both zero, so $b_0=0$. Now $\psi$ and $M^{-1}\psi'$ vanish at the first interface, hence $\psi=0$ everywhere and $x=0$. Thus $D$ is invertible at every step.

The proof does not bound the condition number. A truncated structure with a long-lived resonance nearly has an outgoing solution at real energy, and $D$ is then nearly singular. If the left lead has closed channels, $b_0$ may contain evanescent amplitudes without flux, and a true bound state can make $D$ singular at an isolated energy.

\section{Pseudocode and cost}

\begin{verbatim}
for each layer:
    solve (E - V) c = h k^2 M^-1 c,  C^T M^-1 C = 1
    choose k > 0 or k = i*kappa, kappa > 0
S11 = S22 = identity;  S12 = S21 = 0
for each interface (n, n+1):
    P = C_n^T M_n^-1 C_{n+1}
    R = K_n^-1 C_n^T M_{n+1}^-1 C_{n+1} K_{n+1}
    A = (P + R)/2;  B = (P - R)/2
    f = exp(i k_n d_n);  g = exp(i k_{n+1} d_{n+1})
    D = A - f S12 B
    solve D X = f S11
    solve D Y = (f S12 A - B) g
    S21 = S21 + S22 B X
    S22 = S22 (B Y + A g)
    S11 = X;  S12 = Y
t = S11;  r = S21
\end{verbatim}
The old $S_{22}$ must be used in both lower updates, and $f$ and $g$ are diagonal. For incident channel $i$,
\begin{equation}
T_i=\sum_j\frac{k^{R}_j}{k^{L}_i}|t_{ji}|^2,\qquad
R_i=\sum_j\frac{k^{L}_j}{k^{L}_i}|r_{ji}|^2,
\end{equation}
where the superscripts denote the right and left leads and the sums run over open channels only. Flux conservation requires $T_i+R_i=1$.

Count a dense product of $N\times N$ matrices as $2N^3$ operations. One update needs six products if $S_{22}B$ is reused, and one factorisation with $2N$ right-hand sides:
\begin{equation}
12N^3+\tfrac23N^3+4N^3=\tfrac{50}{3}N^3 .
\end{equation}
Multiplying two dense $2N\times2N$ transfer matrices costs $2(2N)^3=16N^3$, nearly the same. The interface matrix, however, has only two distinct blocks. If $T_1$ and $T_2$ are the block columns of the product to its left, then with $U=\frac12(T_1+T_2)P$ and $W=\frac12(T_1-T_2)R$ the new block columns are $U+W$ and $U-W$. This takes $8N^3$ operations, so the recursion costs about twice as much as a transfer product that uses this structure. For incidence from the left alone, the transfer method needs only the first block column of $T$; building it from the right lead halves its work again. If only $t$ is wanted, the lower blocks can be dropped, since \eqref{n1} and \eqref{n2} do not contain them.

\section{Single barrier: the loss in numbers}

Take two bands with round model parameters and $E=0.2$ eV. The barrier has relative masses $0.3$ and $1.0$, with $V_{11}=V_{12}=0.3$ eV and $V_{22}=1.5$ eV. The leads have masses $0.2$ and $0.8$, with diagonal potentials $(0,\,0.05)$ eV on the left and $(-0.05,\,0)$ eV on the right. All lead channels are open. The matrix in \eqref{sym} for the barrier is, in eV,
\begin{equation}
\begin{pmatrix}-0.030&-0.1643\\-0.1643&-1.300\end{pmatrix},
\end{equation}
with eigenvalues
\begin{equation}
-0.665\pm\sqrt{0.635^2+0.027}=-0.0091,\;-1.3209 .
\end{equation}
Dividing by $-h$, with $h=0.0381$ eV\,nm$^2$, and taking roots gives $\kappa_{\min}=0.488$ and $\kappa_{\max}=5.888$ nm$^{-1}$. Since $\ln(1/\epsilon)=36.04$ in double precision,
\begin{equation}
d_c=\frac{36.04}{5.400}=6.7\ \text{nm}.
\end{equation}

The reference is a 250-digit matrix exponential of the first-order form of \eqref{ode}, which uses no modes inside the barrier. Errors below are Frobenius norms relative to the reference $t$.
\begin{center}
\begin{tabular}{rccc}
$d$ (nm) & product & recursion & $T_1+R_1$, product\\
2 & $1.3\times10^{-13}$ & $1.6\times10^{-16}$ & 1.000000\\
4 & $6.9\times10^{-9}$ & $2.2\times10^{-16}$ & 1.000000\\
6 & $3.1\times10^{-4}$ & $1.5\times10^{-16}$ & 1.000223\\
8 & $1.1$ & $1.1\times10^{-16}$ & 69.9\\
15 & $1.0$ & $6.6\times10^{-16}$ & 101.7\\
30 & $1.0$ & $1.6\times10^{-15}$ & 31.4
\end{tabular}
\end{center}
Between 2 and 6 nm the logarithm of the product's error grows at a fitted rate of $5.37$ nm$^{-1}$, against the predicted $5.40$ nm$^{-1}$. The condition number, computed in high precision between 20 and 30 nm, grows at $5.3998$ nm$^{-1}$, as \eqref{cond} requires.

At 6 nm, $\epsilon e^{5.400\times6}\approx0.026$, whereas the error is $3.1\times10^{-4}$. The prefactor is therefore about $0.01$. Extrapolation at the same rate puts complete loss near $6+\ln(1/0.00031)/5.4\approx7.5$ nm, consistent with the table.

At 10 nm the computed $T_{11}$ was singular in floating-point arithmetic, and the error was recorded as infinite. At other large thicknesses rounding leaves a spurious small singular value of $T_{11}$. This is still far larger than the true one, so the computed $t$ is far too small and its relative error tends to one. The excess in $T_1+R_1$ then comes from the reflection.

The controls separate growth from mixing. A one-channel barrier with $\kappa d=62.1$, well above $36.04$, gives $T=4.28\times10^{-54}$ from the product, in agreement with the closed formula to rounding. With $V_{12}=0$ in the barrier, the two-channel product at 15 nm has a relative error of $4\times10^{-16}$. At 200 nm with coupling restored, $\kappa_{\max}d=1178$ and the growing exponential overflows; the recursion returns $T_1=1.7\times10^{-85}$.

\section{Double barrier: following the recursion}

Two 5 nm barriers of the same material now enclose a 4 nm well with the lead masses, $V_{11}=0$ and $V_{12}=V_{22}=0.05$ eV. Each barrier is thinner than $d_c$, but the growth accumulates:
\begin{equation}
e^{(\kappa_{\max}-\kappa_{\min})\,2\times5\,\mathrm{nm}}=e^{54.0}\approx2.8\times10^{23}.
\end{equation}
The computed $\mathrm{cond}(T_{11})$ is $3.1\times10^{23}$, far above $1/\epsilon=4.5\times10^{15}$. The product again ends in a singular $T_{11}$ and gives no finite value for the transmission.

The barrier factors in the recursion are $e^{-\kappa_{\min}d}=0.087$ and $e^{-\kappa_{\max}d}=1.6\times10^{-13}$. The fast mode simply fades out. After the four interfaces $\|S_{11}\|$ is $1.68$, $0.098$, $0.185$ and $0.0104$. The rise at the third interface violates nothing: $S_{11}$ there gives evanescent amplitudes inside the second barrier, and these are not flux amplitudes. The condition number of $D$ stays between $2.5$ and $6.9$. The result is $T_1=1.170\times10^{-4}$, $T_2=2.56\times10^{-6}$ and $R_1=0.999883$, with a relative error in $t$ of $1.3\times10^{-15}$.

\section{Failure modes and checks}

An energy scan of the double barrier from 0.08 to 0.28 eV in steps of 0.5 meV has its largest $T_1+T_2$, $0.951$, at the upper end. This does not mean that the range contains no resonances. Refining the energy shows peaks near 0.112, 0.114, 0.212 and 0.250 eV, each with $T_1+T_2$ above $0.99$. The first two are only a few $\mu$eV wide, so the scan steps over their tops. A barrier mode changes from evanescent to open where $\det(E-V)=0$, that is at
\begin{equation}
E=0.9-\sqrt{0.6^2+0.3^2}=0.229\ \text{eV}.
\end{equation}
At 0.28 eV one mode therefore propagates through the barriers.

The largest condition number of $D$ in the scan is 407. It occurs at the third interface at 0.212 eV, beside a resonance: the structure truncated in the second barrier nearly has an outgoing solution there. When the energy grid resolves the much narrower resonance near 0.114 eV, the condition number there exceeds $10^4$. A threshold of the left lead also raises it, because at the first interface $S_{12}=0$ and $D=A$ contains the large $K^{-1}$ of that lead. The thresholds inside this structure, at 0.229 eV for the barriers and at $0.025+\sqrt{0.025^2+0.05^2}=0.081$ eV for the well, do no such harm: near them the condition number stays below 16. The reason is visible in the form $D=\frac12(1-fS_{12})P+\frac12(1+fS_{12})R$. As $k_j\to0$ in an inner layer, column $j$ of $1+fS_{12}$ vanishes in proportion to $k_j$ and cancels the factor $1/k_j$ in $R$. This cancellation is carried out in rounded arithmetic, so digits are still lost, roughly in proportion to $\epsilon/|k_j|$: the relative error of $t$ is about $10^{-14}$ at $10^{-6}$ eV from the barrier threshold and about $10^{-10}$ at $10^{-14}$ eV. Exactly at a threshold the mode basis fails, and the energy must be shifted slightly or the layer treated with its linear solution.

With all lead channels open, the flux-normalised scattering matrix is unitary. The largest defect in the scan is $3\times10^{-14}$. Unitarity does not prove the answer right, since a wrong layer thickness also gives a unitary matrix. An independent solution of \eqref{ode} is the stronger check, and all four blocks were tested against one for the single and double barriers.

\section*{Calculated quantities}
\begin{verbatim}
h = 0.038100 eV nm^2, eps = 2.220e-16, E = 0.2 eV
lead masses (0.2, 0.8), barrier masses (0.3, 1.0) (m0)
left lead V diag 0.0, 0.05 eV; right -0.05, 0.0 eV
barrier V11, V12, V22 = 0.3, 0.3, 1.5 eV
left lead k = 1.0246, 1.7747 1/nm
right lead k = 1.1456, 2.0493 1/nm
barrier kappa_min, kappa_max = 0.4883, 5.8881 1/nm
spread = 5.3998 1/nm, ln(1/eps) = 36.044
critical thickness ln(1/eps)/spread = 6.675 nm
single barrier: d(nm), rel.error of t: product, recursion;
  T+R of channel 1: product, recursion
     2 1.32e-13 1.64e-16 1.000000 1.000000000000
     4 6.90e-09 2.24e-16 1.000000 1.000000000000
     6 3.09e-04 1.53e-16 1.000223 1.000000000000
     8 1.07e+00 1.06e-16 69.907035 1.000000000000
    10 inf 2.33e-16 nan 1.000000000000
    15 1.00e+00 6.62e-16 101.708947 1.000000000000
    20 1.00e+00 3.44e-16 31.750552 1.000000000000
    30 1.00e+00 1.61e-15 31.434767 1.000000000000
growth rate of ln cond(T11), 20 to 30 nm: 5.3998 1/nm
fitted growth rate of ln error, 2 to 6 nm: 5.367 1/nm
one channel: mass 0.1 m0, V0 = 0.5 eV, d = 70 nm
  kappa d = 62.115, T product = 4.283903e-54
  T closed formula = 4.283903e-54, rel.diff 2.2e-16
decoupled two channels, d = 15 nm: product error 4.0e-16
d = 200 nm: kappa_max d = 1177.6 (exp overflows), recursion T1 = 1.7456e-85
double barrier 5/4/5 nm; well V11, V12, V22 = 0.0, 0.05, 0.05 eV
  barrier factors exp(-kappa d): 8.7028e-02, 1.6373e-13
  interface 1: cond D 2.509, max|S| 1.5350, norm S11 1.6845e+00
  interface 2: cond D 3.116, max|S| 0.9698, norm S11 9.8397e-02
  interface 3: cond D 6.887, max|S| 0.9695, norm S11 1.8482e-01
  interface 4: cond D 3.134, max|S| 0.9695, norm S11 1.0371e-02
  largest element of T 2.946e+25, cond(T11) 3.132e+23
  recursion: T1 1.169684e-04, T2 2.558564e-06, R1 0.999883
  reference: T1 1.169684e-04, T2 2.558564e-06, R1 0.999883
  product: T1 inf, T2 inf, R1 nan
  rel.error of t: product inf, recursion 1.25e-15
scan 0.08 to 0.28 eV, 401 points:
  largest T1+T2 = 0.95072 at E = 0.2800 eV
  largest cond D 406.66, unitarity defect 3.2e-14
\end{verbatim}
